**Image interaction of a neutral atom with a perfect conductor**

The program tests the nonretarded energy $U=-\langle d_x^2+d_y^2+2d_z^2\rangle/(64\pi\varepsilon_0z^3)$, where $\mathbf d$ is the total dipole operator, $z$ the height above the surface, and the $z$ axis the surface normal. For two test charges it asserts that the surface charge cancels their potential at a sample point inside the conductor, and that the pull computed from the surface field equals the slope of the image energy. A symbolic expansion for one nucleus and two electrons must reproduce the dipole formula. For hydrogen 1s, the unexpanded image energy averaged by quadrature must agree with its asymptotic series at 15, 20 and 40 bohr. For two orientations of a 2p orbital at 100 bohr, the formula must match the mean of the unexpanded energy in that orbital within 1%; mixing of 2s with 2p is not computed. The second-order energy must stay below a bound obtained from the variance of the perturbation. The output gives $-3.125\times10^{-5}$ hartree, or $-0.85$ meV, for hydrogen 1s at 20 bohr, where the unexpanded energy is 1.15% larger in magnitude. Retardation is not computed; the program prints the parameter $2\omega z/c$, which is 0.11 there for the lowest transition frequency $\omega$.

## Program and output

```python
# Result under test: a neutral system with dipole operator d at height z above a
# perfect conductor has the nonretarded interaction energy
#     U = -<dx^2 + dy^2 + 2 dz^2> / (64 pi epsilon0 z^3),
# which is -<dx^2 + dy^2 + 2 dz^2> / (16 z^3) in Hartree atomic units.
# The surface is the plane z = 0; the conductor fills z < 0.
# W is the unexpanded electrostatic image energy of point charges.
# zeta is the electron displacement from the nucleus along the surface normal.
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh


def gauss(n, a, b):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (b + a), 0.5 * (b - a) * w


def image_energy(charges, positions):
    """Half the sum of charge times induced potential, self-images included."""
    mirror = np.array([1.0, 1.0, -1.0])
    total = 0.0
    for qi, ri in zip(charges, positions):
        for qj, rj in zip(charges, positions):
            total -= 0.5 * qi * qj / np.linalg.norm(ri - mirror * rj)
    return total


# ---- Surface charge: screening inside, image potential outside, pull ----
charges = np.array([1.0, -1.0])
positions = np.array([[0.0, 0.0, 2.0], [0.6, 0.2, 2.5]])
t, wt = gauss(120, 0.0, math.pi / 2)
rho = 2.0 * np.tan(t)
w_rho = wt * 2.0 / np.cos(t) ** 2 * rho
phi = 2 * math.pi * np.arange(96) / 96
X = rho[:, None] * np.cos(phi)
Y = rho[:, None] * np.sin(phi)
area = w_rho[:, None] * np.full(96, 2 * math.pi / 96)
normal_field = np.zeros_like(X)
for q, r in zip(charges, positions):
    dist = np.sqrt((X - r[0]) ** 2 + (Y - r[1]) ** 2 + r[2] ** 2)
    normal_field += -2 * q * r[2] / dist ** 3
sigma = normal_field / (4 * math.pi)


def surface_potential(p):
    dist = np.sqrt((X - p[0]) ** 2 + (Y - p[1]) ** 2 + p[2] ** 2)
    return np.sum(area * sigma / dist)


def charge_potential(p):
    return sum(q / np.linalg.norm(p - r) for q, r in zip(charges, positions))


inside = np.array([0.4, -0.3, -1.5])
outside = np.array([0.4, -0.3, 1.5])
screening_residual = surface_potential(inside) + charge_potential(inside)
assert abs(screening_residual) < 1e-7
# The image potential at a point is minus the direct one at its mirror point.
assert abs(surface_potential(outside) + charge_potential(inside)) < 1e-7

pull = np.sum(area * normal_field ** 2) / (8 * math.pi)
step = 1e-4
lift = np.array([0.0, 0.0, step])
slope = (image_energy(charges, positions + lift)
         - image_energy(charges, positions - lift)) / (2 * step)
assert abs(pull / slope - 1) < 1e-6

# ---- Symbolic expansion for one nucleus (+2) and two electrons ----
z, eps = sp.symbols("z epsilon", positive=True)
shifts = [sp.symbols(f"x{i} y{i} s{i}", real=True) for i in range(3)]
q_sym = [2, -1, -1]
W_sym = 0
for qi, a in zip(q_sym, shifts):
    for qj, b in zip(q_sym, shifts):
        sep2 = (eps ** 2 * ((a[0] - b[0]) ** 2 + (a[1] - b[1]) ** 2)
                + (2 * z + eps * (a[2] + b[2])) ** 2)
        W_sym -= sp.Rational(1, 2) * qi * qj / sp.sqrt(sep2)
dip = [sum(q * s[k] for q, s in zip(q_sym, shifts)) for k in range(3)]
W_dipole = -(dip[0] ** 2 + dip[1] ** 2 + 2 * dip[2] ** 2) / (16 * z ** 3)
assert sp.simplify(W_sym.subs(eps, 0)) == 0
assert sp.simplify(sp.diff(W_sym, eps).subs(eps, 0)) == 0
second = sp.diff(W_sym, eps, 2).subs(eps, 0) / 2
assert sp.simplify(sp.expand(second - W_dipole)) == 0


# ---- Hydrogen: means over orbital densities by quadrature ----
def orbital_means(orbital, height, r_max):
    """Return <dx^2>, <dz^2>, <dz> and the mean unexpanded image energy."""
    r, wr = gauss(240, 0.0, r_max)
    c, wc = gauss(80, -1.0, 1.0)
    r, c = r[:, None], c[None, :]
    if orbital == "1s":
        density = 4 * r ** 2 * np.exp(-2 * r) * 0.5 * np.ones_like(c)
    elif orbital == "2p along normal":
        density = r ** 4 * np.exp(-r) / 24 * 1.5 * c ** 2
    else:  # 2p in the surface plane, density averaged about the normal
        density = r ** 4 * np.exp(-r) / 24 * 0.75 * (1 - c ** 2)
    weight = density * wr[:, None] * wc[None, :]
    assert abs(weight.sum() - 1) < 1e-8
    zeta = r * c
    rho2 = r ** 2 * (1 - c ** 2)
    W = (-1 / (4 * height) - 1 / (4 * (height + zeta))
         + 1 / np.sqrt(rho2 + (2 * height + zeta) ** 2))
    return (np.sum(weight * rho2) / 2, np.sum(weight * zeta ** 2),
            -np.sum(weight * zeta), np.sum(weight * W))


def dipole_formula(dx2, dy2, dz2, height):
    return -(dx2 + dy2 + 2 * dz2) / (16 * height ** 3)


def zeta_moment(n):
    """Mean of zeta^n in hydrogen 1s for even n."""
    return math.factorial(n + 2) / 2 ** (n + 1) / (n + 1)


z0 = 20.0
dx2, dz2, mean_dz, _ = orbital_means("1s", z0, 0.9 * z0)
assert abs(dx2 - 1) < 1e-8 and abs(dz2 - 1) < 1e-8 and abs(mean_dz) < 1e-10
weighted_square = 2 * dx2 + 2 * dz2
U0 = dipole_formula(dx2, dx2, dz2, z0)
assert abs(U0 / (-(2 * dx2 + dz2) / (12 * z0 ** 3)) - 1) < 1e-8

rows = []
for height in (15.0, 20.0, 40.0):
    full = orbital_means("1s", height, min(0.9 * height, 20.0))[3]
    lead = dipole_formula(dx2, dx2, dz2, height)
    series = -sum(zeta_moment(n) / (4 * height ** (n + 1)) for n in (2, 4, 6))
    next_term = zeta_moment(8) / (4 * height ** 9)
    assert abs(full - series) < 2 * next_term + 1e-14
    rows.append((height, lead, full, full / lead - 1,
                 zeta_moment(4) / zeta_moment(2) / height ** 2))

# Orientation: the normal component must carry twice the weight.
z_p = 100.0
p_rows = []
for orbital in ("2p along normal", "2p in surface plane"):
    a2, c2, _, full = orbital_means(orbital, z_p, 60.0)
    lead = dipole_formula(a2, a2, c2, z_p)
    assert abs(full / lead - 1) < 0.01  # finite orbital size, order 1/z^2
    p_rows.append((orbital, 2 * a2 + 2 * c2, lead, full))


# ---- Second-order energy of the z^-3 operator in hydrogen 1s ----
def radial_integral(m):
    return math.factorial(m) / 2 ** (m + 1)


def channel_sum(l, angular):
    """Sum of |<n|r^2 (1 + cos^2)|1s>|^2 / (E_n - E_1s) for one l."""
    powers = range(l + 1, l + 6)
    S = np.array([[radial_integral(p + q) for q in powers] for p in powers])
    H = np.array([[0.5 * (p * q * radial_integral(p + q - 2)
                          - (p + q) * radial_integral(p + q - 1)
                          + radial_integral(p + q))
                   + 0.5 * l * (l + 1) * radial_integral(p + q - 2)
                   - radial_integral(p + q - 1) for q in powers]
                  for p in powers])
    v = np.array([2 * angular * radial_integral(p + 3) for p in powers])
    scale = 1 / np.sqrt(np.diag(S))
    E, C = eigh(H * np.outer(scale, scale), S * np.outer(scale, scale))
    amplitude = C.T @ (scale * v)
    if l == 0:
        assert abs(E[0] + 0.5) < 1e-9
        E, amplitude = E[1:], amplitude[1:]
    return np.sum(amplitude ** 2 / (E + 0.5))


prefactor = 1 / (16 * z0 ** 3)
second_order = -prefactor ** 2 * (channel_sum(0, 4 / 3)
                                  + channel_sum(2, 2 / (3 * math.sqrt(5))))
r4 = math.factorial(6) / 2 ** 5
variance = prefactor ** 2 * (r4 * (1 + 2 / 3 + 1 / 5) - weighted_square ** 2)
gap = 0.5 * (1 - 1 / 4)
bound = variance / gap
assert 0 < -second_order < bound

# ---- SI form, force and retardation parameter ----
bohr = const.physical_constants["Bohr radius"][0]
hartree = const.physical_constants["Hartree energy"][0]
U_SI = -(weighted_square * (const.e * bohr) ** 2
         / (64 * math.pi * const.epsilon_0 * (z0 * bohr) ** 3))
assert abs(U_SI / hartree / U0 - 1) < 1e-7
force = 3 * U0 / z0
h = 1e-3
numerical_force = -(dipole_formula(dx2, dx2, dz2, z0 + h)
                    - dipole_formula(dx2, dx2, dz2, z0 - h)) / (2 * h)
assert abs(numerical_force / force - 1) < 1e-6
c_au = 1 / const.fine_structure

print("Two test charges near the plane (atomic units)")
print(f"  potential left inside conductor: {abs(screening_residual):.1e}")
print(f"  pull from surface field: {pull:.8f}")
print(f"  slope dW/dz of image energy: {slope:.8f}")
print("Hydrogen 1s (atomic units)")
print(f"  mean dz: {abs(mean_dz):.1e}")
print(f"  mean dx^2: {dx2:.6f}   mean dz^2: {dz2:.6f}")
print(f"  mean dx^2 + dy^2 + 2 dz^2: {weighted_square:.6f}")
print(f"  mean zeta^4: {zeta_moment(4):.4f} bohr^4")
print(f"Atom at z = {z0:.0f} bohr = {z0 * bohr * 1e9:.4f} nm")
print(f"  U from formula: {U0:.6e} hartree")
print(f"  U from SI formula: {U_SI / const.e * 1e3:.4f} meV")
print(f"  force along +z: {force:.4e} hartree/bohr")
print("Formula against unexpanded image energy, 1s")
for height, lead, full, excess, estimate in rows:
    print(f"  z = {height:.0f} bohr: formula {lead:.5e} hartree")
    print(f"    unexpanded {full:.5e} hartree")
    print(f"    relative excess {excess:.5f}, estimate 4.5/z^2 {estimate:.5f}")
print(f"Static means for 2p orbitals at z = {z_p:.0f} bohr")
for orbital, square, lead, full in p_rows:
    print(f"  {orbital}: weighted square {square:.4f} a.u.")
    print(f"    formula {lead:.4e}, unexpanded {full:.4e} hartree")
print(f"Second order at z = {z0:.0f} bohr")
print(f"  smallest excitation energy: {gap:.4f} hartree")
print(f"  second-order energy: {second_order:.3e} hartree")
print(f"  bound on its size: {bound:.3e} hartree")
print(f"  ratio to first order: {second_order / U0:.2e}")
print("Retardation, lowest transition of hydrogen")
print(f"  c/omega: {c_au / gap:.1f} bohr")
print(f"  2 omega z/c at z = {z0:.0f} bohr: {2 * gap * z0 / c_au:.4f}")
print("checks complete")
```

It prints:

```
Two test charges near the plane (atomic units)
  potential left inside conductor: 2.6e-16
  pull from surface field: 0.00659032
  slope dW/dz of image energy: 0.00659032
Hydrogen 1s (atomic units)
  mean dz: 1.5e-18
  mean dx^2: 1.000000   mean dz^2: 1.000000
  mean dx^2 + dy^2 + 2 dz^2: 4.000000
  mean zeta^4: 4.5000 bohr^4
Atom at z = 20 bohr = 1.0584 nm
  U from formula: -3.125000e-05 hartree
  U from SI formula: -0.8504 meV
  force along +z: -4.6875e-06 hartree/bohr
Formula against unexpanded image energy, 1s
  z = 15 bohr: formula -7.40741e-05 hartree
    unexpanded -7.56273e-05 hartree
    relative excess 0.02097, estimate 4.5/z^2 0.02000
  z = 20 bohr: formula -3.12500e-05 hartree
    unexpanded -3.16108e-05 hartree
    relative excess 0.01154, estimate 4.5/z^2 0.01125
  z = 40 bohr: formula -3.90625e-06 hartree
    unexpanded -3.91731e-06 hartree
    relative excess 0.00283, estimate 4.5/z^2 0.00281
Static means for 2p orbitals at z = 100 bohr
  2p along normal: weighted square 48.0000 a.u.
    formula -3.0000e-06, unexpanded -3.0181e-06 hartree
  2p in surface plane: weighted square 36.0000 a.u.
    formula -2.2500e-06, unexpanded -2.2536e-06 hartree
Second order at z = 20 bohr
  smallest excitation energy: 0.3750 hartree
  second-order energy: -3.703e-09 hartree
  bound on its size: 4.232e-09 hartree
  ratio to first order: 1.18e-04
Retardation, lowest transition of hydrogen
  c/omega: 365.4 bohr
  2 omega z/c at z = 20 bohr: 0.1095
checks complete
```
